# Why Direct Monte Carlo Starves at a 0.4 eV Barrier

Take a gas of classical electrons that can move along one line, in thermal equilibrium at 300 K, with a potential step of height \(E_b=0.4\) eV at its right-hand end. An electron that reaches the step with kinetic energy above \(E_b\) passes; any other turns back. Let a computer follow one million arrivals. How many electrons pass?

The answer is 0.19 on average, so most such runs record nothing at all. The physics in the computer is right, and so is the average over many runs. What is missing is events. This small model contains a central difficulty of simulating a transistor particle by particle below threshold, where the gate holds up a barrier between source and channel and the current consists of the few electrons that get over it.

## The probability per arrival

Let \(m\) be the mass, \(n\) the density and \(v\) the velocity towards the step. The thermal velocity distribution is

\[
f(v)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}.
\]

Electrons with velocity \(v>0\) that reach the step within a time \(dt\) are those closer to it than \(v\,dt\). The arrival rate is therefore weighted by \(v\), and the total rate is

\[
J_0=n\int_0^\infty v f(v)\,dv
=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=n\,v_R,\qquad v_R=\sqrt{\frac{kT}{2\pi m}} .
\]

Those that pass have \(v>v_b=\sqrt{2E_b/m}\). The same integral with this lower limit gives

\[
J=n\int_{v_b}^\infty v f(v)\,dv=n\,v_R\,e^{-mv_b^2/2kT}=n\,v_R\,e^{-E_b/kT}.
\]

The probability that one arrival crosses is the ratio

\[
p=\frac{J}{J_0}=e^{-\eta},\qquad \eta=\frac{E_b}{kT}.
\]

At 300 K, \(kT=0.02585\) eV, so \(\eta=15.473\) and \(p=1.907\times10^{-7}\): one crossing in about 5.2 million arrivals.

The words "per arrival" matter, because a different thermal fraction is easily confused with \(p\). In a snapshot, the fraction of electrons that move towards the step with enough energy is

\[
\int_{v_b}^\infty f(v)\,dv=\tfrac12\,\mathrm{erfc}\sqrt{\eta}=1.33\times10^{-8},
\]

which is some fourteen times smaller than \(p\). A factor of two arises because the snapshot also counts the electrons that move away from the step. The rest, a factor of about seven, arises because fast electrons reach the step more often than slow ones. With 10,000 simulated particles, a snapshot contains on average \(1.3\times10^{-4}\) electrons able to cross.

The weighting by velocity can be tested by moving thermal particles in a box and counting those that reach a wall. For a lower barrier of 0.1 eV, 160,237 particles arrived and 3,341 had enough energy, a fraction of 0.02085. The formula gives 0.02090.

## Three dimensions and real bands

A semiconductor electron also has a transverse wave vector \(\mathbf k_\perp\), and its energy need not be quadratic in wave vector. The result survives under these conditions: the barrier shifts the band rigidly and varies only along \(x\), so that \(\mathbf k_\perp\) is conserved; the motion is classical and free of collisions on the barrier; and at fixed \(\mathbf k_\perp\) the energy rises steadily with \(k_x>0\) from a minimum \(E_0(\mathbf k_\perp)\) at \(k_x=0\).

The flux at one \(\mathbf k_\perp\) is proportional to the integral of \(v_x e^{-E/kT}\) over \(k_x\). Since \(v_x=\hbar^{-1}\partial E/\partial k_x\), we can replace \(v_x\,dk_x\) by \(dE/\hbar\). To pass the top, an electron needs at least \(E_0+E_b\). Hence

\[
\int_{E_0+E_b}^\infty e^{-E/kT}\,\frac{dE}{\hbar}
=e^{-E_b/kT}\int_{E_0}^\infty e^{-E/kT}\,\frac{dE}{\hbar}.
\]

The factor is the same for every \(\mathbf k_\perp\), so it survives the sum over them. The mass changes how often electrons arrive, but not the chance that an arrival succeeds. A direct integration over wave vectors for the nonparabolic band \(E(1+\alpha E)=\hbar^2k^2/2m\), with \(\alpha=0.5\) per eV, gave a probability whose ratio to \(e^{-\eta}\) is 1 to the seven decimals printed.

## From a small probability to a large error

Suppose that the simulation follows \(N\) independent arrivals, each with equal weight. The number \(K\) of crossings is then binomial. One arrival contributes 1 with probability \(p\) and 0 otherwise, so its mean is \(p\) and its variance is \(p-p^2\). Adding \(N\) of them gives

\[
\langle K\rangle=Np,\qquad \mathrm{var}\,K=Np(1-p).
\]

The estimate \(K/N\) has the correct mean \(p\). Its standard deviation relative to \(p\) is

\[
r=\frac{\sqrt{Np(1-p)}}{Np}=\sqrt{\frac{1-p}{Np}},
\qquad\text{so}\qquad N=\frac{1-p}{p\,r^2}.
\]

For small \(p\) this says that \(Np\approx1/r^2\): the accuracy depends on the number of crossings, not on the number of particles followed. A 10 percent error takes about a hundred crossings. At 0.4 eV these cost

\[
N=\frac{1}{1.907\times10^{-7}\times0.01}\approx5.2\times10^{8}\ \text{arrivals}.
\]

A short run does not simply give a noisier version of the answer. Its chance of seeing no crossing is

\[
(1-p)^N=e^{N\ln(1-p)}\approx e^{-Np},
\]

where \(\ln(1-p)\approx-p\) has been used. In 40 runs of one million arrivals each, with \(Np=0.191\), this predicts 33.1 empty runs. The numerical experiment gave 35, and six crossings in total. An empty run reports zero current. A run with one crossing reports \(p=10^{-6}\), about five times too much. No single run of this length can report a value near the truth, although the average over many runs converges to it.

The error law was also tested at 0.1 eV, where crossings are common. Over 400 runs of 5,000 arrivals, the relative scatter was 0.104, against 0.097 from the formula. The excess is 8 percent of the predicted scatter. A standard deviation taken from 400 runs is itself uncertain by about \(1/\sqrt{800}\), or 3.5 percent, so the excess is a little over two such uncertainties: on the high side; chance alone gives an excess this large in about one such experiment in eighty.

## What this costs in a transistor

Consider a silicon n-channel transistor in its off state, with a 20 nm source region, a 20 nm channel and a barrier of 0.4 eV. Silicon has six conduction valleys. For transport along a crystal axis, four have the light mass \(0.19\,m_0\) in that direction and two the heavy mass \(0.92\,m_0\). The corresponding values of \(v_R\) are \(6.17\times10^6\) and \(2.80\times10^6\) cm/s. With equally filled valleys, the average is

\[
v_R=\frac{2(6.17\times10^6)+2.80\times10^6}{3}\approx5.05\times10^6\ \text{cm/s}.
\]

Let \(N_s=10{,}000\) simulated particles fill the source uniformly. Their density per unit length is \(N_s/L_s\), so they reach the barrier at the rate

\[
\frac{N_s v_R}{L_s}
=\frac{10^4\times5.05\times10^6\ \text{cm/s}}{2\times10^{-6}\ \text{cm}}
\approx2.5\times10^{16}\ \text{s}^{-1}.
\]

The simulated time for a 10 percent error is then

\[
t=\frac{5.245\times10^{8}}{2.525\times10^{16}\ \text{s}^{-1}}\approx21\ \text{ns}.
\]

With a time step of 0.1 fs this means \(2.1\times10^8\) steps, or \(2.1\times10^{12}\) particle steps. At an assumed speed of ten million particle steps per second, one bias point takes 2.4 days. This counts the source particles only; a drain of equal length and doping holds as many again and doubles the work.

The estimate presumes that the source restores a thermal distribution between successive arrivals of the same particle. If a reflected particle returns with its speed along the channel unchanged, it repeats its failure, and its returns are not independent trials.

With everything but the barrier held fixed, the effort changes as follows.

| Barrier (eV) | \(p\) | Simulated time |
|---|---|---|
| 0.1 | \(2.1\times10^{-2}\) | 0.19 ps |
| 0.2 | \(4.4\times10^{-4}\) | 9.1 ps |
| 0.3 | \(9.1\times10^{-6}\) | 0.43 ns |
| 0.4 | \(1.9\times10^{-7}\) | 21 ns |

The first row shows why the same method can serve well when the barrier is low: counting statistics ask for less than a picosecond. The row counts arrivals alone; a real run must also outlast its initial transient.

For small \(p\), the effort grows tenfold when \(E_b\) rises by \(kT\ln10=59.5\) meV. If the barrier follows the gate voltage one to one, every 60 mV further below threshold therefore divides the current by ten and multiplies the computing time by ten. Both changes come from the same exponential. More particles do not remove the problem, since in this estimate doubling \(N_s\) halves the simulated time but leaves the number of particle steps unchanged.

## Putting the effort where the crossings are

If the trouble is rarity, it should yield to a method that produces rare particles more often and corrects for doing so. The one-barrier model lets us test this.

Write \(u\) for the normal energy of an arrival in units of \(kT\). For a parabolic band, \(v f(v)\,dv\) is proportional to \(e^{-u}du\), because \(du=mv\,dv/kT\). Arrivals thus have the density \(e^{-u}\). Instead, draw \(u\) from the stretched density

\[
g(u)=\frac1\theta e^{-u/\theta},\qquad \theta>1,
\]

and give each draw the weight

\[
w(u)=\frac{e^{-u}}{g(u)}=\theta\,e^{-(1-1/\theta)u}.
\]

Let a draw score \(w\) if \(u>\eta\), and zero otherwise. The mean score is unchanged:

\[
\int_\eta^\infty g\,w\,du=\int_\eta^\infty e^{-u}du=e^{-\eta}=p.
\]

The mean square is

\[
\int_\eta^\infty g\,w^2du=\theta\int_\eta^\infty e^{-(2-1/\theta)u}du
=\frac{\theta\,e^{-(2-1/\theta)\eta}}{2-1/\theta}.
\]

Dividing by \(p^2=e^{-2\eta}\) and subtracting 1 gives the relative variance per draw,

\[
R=\frac{\theta\,e^{\eta/\theta}}{2-1/\theta}-1 .
\]

For large \(\theta\) the denominator is close to 2. The remaining factor \(\theta e^{\eta/\theta}\) has the logarithm \(\ln\theta+\eta/\theta\), whose derivative \(1/\theta-\eta/\theta^2\) vanishes at \(\theta=\eta\). This choice puts a fraction \(e^{-1}\) of the draws above the barrier, and \(R\) then grows roughly as \(e\,\eta/2\), where \(e\) is the base of natural logarithms. An effort exponential in the barrier has become nearly linear in it.

Here \(R=20.7\), compared with \((1-p)/p=5.2\times10^6\) for equal weights. A 10 percent error needs \(20.73/0.01\approx2{,}070\) draws, about 250,000 times fewer than before. In a test with 400,000 draws, the estimate was \(1.921\times10^{-7}\), within 0.8 percent of the true \(p\), and the measured relative variance was 20.6.

A device simulation cannot simply draw the final energy, since scattering and the field determine it along the way. It can split a particle of weight \(w\) that climbs the barrier into \(s\) copies of weight \(w/s\), each of which then scatters independently. The total weight is preserved, so the mean current is too. The copies share a past, however, so the gain found above is not a prediction for that method.

## Corrections to the classical estimate

### A degenerate source

A heavily doped source does not obey Boltzmann statistics. Let \(\eta_F\) be the Fermi level above the band edge divided by \(kT\), and let \(u\) and \(w\) now be the normal and transverse energies in units of \(kT\). In a parabolic band the transverse states have constant density in \(w\), so the flux above the barrier is proportional to

\[
\int_\eta^\infty\!du\int_0^\infty\!\frac{dw}{1+e^{u+w-\eta_F}}
=\int_0^\infty\frac{s\,ds}{1+e^{s-(\eta_F-\eta)}}\equiv F_1(\eta_F-\eta).
\]

Here \(s=u+w-\eta\), and the factor \(s\) is the range of \(w\) available at fixed \(s\). The probability per arrival becomes \(F_1(\eta_F-\eta)/F_1(\eta_F)\). For a source density of \(10^{20}\ \text{cm}^{-3}\) the Fermi level lies 0.065 eV above the band edge, and the probability rises to \(5.0\times10^{-7}\), 2.6 times the classical value.

The arrival rate per electron changes as well. The density is \(n=N_cF_{1/2}(\eta_F)\), with \(N_c\) the effective density of states and

\[
F_{1/2}(z)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt s\,ds}{1+e^{s-z}} .
\]

The flux over the barrier is \(N_cv_RF_1(\eta_F-\eta)\); the prefactor follows because both functions tend to \(e^z\) for very negative \(z\), where the flux without a barrier must be \(nv_R\). Crossings per source electron therefore exceed the classical rate by

\[
\frac{F_1(\eta_F-\eta)\,e^{\eta}}{F_{1/2}(\eta_F)}=3.4 .
\]

These numbers hold for parabolic valleys with \(N_c=2.74\times10^{19}\ \text{cm}^{-3}\). With the nonparabolicity \(\alpha=0.5\) per eV the Fermi level falls to 0.061 eV and the factors 2.6 and 3.4 fall to about 2.4 and 3.0; with \(N_c=3.2\times10^{19}\ \text{cm}^{-3}\), a value also in use for silicon, they are about 2.3 and 2.9.

### Tunnelling

Model the barrier as a parabola of foot-to-foot length \(L\), \(V=E_b(1-4x^2/L^2)\). Matching this to \(E_b-\tfrac12m\omega^2x^2\) gives \(\omega=\sqrt{8E_b/m}/L\). With \(x\) in units of \(\sqrt{\hbar/m\omega}\) and \(\varepsilon=(E-E_b)/\hbar\omega\), the wave equation is \(\psi''+(x^2+2\varepsilon)\psi=0\). Far to the right, the transmitted wave is \(B\,x^{i\varepsilon-1/2}e^{ix^2/2}\). Continued through the upper half of the complex plane to \(x=|x|e^{i\pi}\), it becomes the reflected wave, with amplitude \(-iBe^{-\pi\varepsilon}\); the incident wave is the smaller solution where the path nears the left axis, and so is not captured. For unit incident flux, \(|B|^2(1+e^{-2\pi\varepsilon})=1\), and the transmission is

\[
D(E)=\frac{1}{1+e^{-2\pi(E-E_b)/\hbar\omega}} .
\]

Now average over thermal energies, with \(t=(E-E_b)/kT\), \(y=\hbar\omega/2kT\) and \(a=\pi/y\). The lower limit is extended to \(-\infty\), which adds little if the barrier is tall and \(y\) is not close to \(\pi\). Relative to the classical flux,

\[
\int_{-\infty}^{\infty}\frac{e^{-t}\,dt}{1+e^{-at}}
=\frac1a\int_0^\infty\frac{z^{1/a-1}}{1+z}\,dz
=\frac{\pi/a}{\sin(\pi/a)}=\frac{y}{\sin y},
\]

where \(z=e^{-at}\). The integral converges for \(y<\pi\); beyond that, the thermal factor favours energies far below the top and this estimate fails.

For the light mass and \(L=20\) nm the factor is 1.23, and a direct solution of the wave equation with the feet of the barrier included gives 1.24. At 10 nm, with height and mass unchanged, the two values are 2.69 and 2.74. Tunnelling is thus a modest correction in the first case and a large one in the second. These values are for a parabolic band with the light mass. A nonparabolicity of 0.5 per eV raises the 10 nm value to about 3.1, and the heavy valleys give only 1.04 at 20 nm and 1.18 at 10 nm.

### Scattering at the top

An electron that has passed the top may scatter and return. Count crossings of the top by electrons that finally end on the right, rightward as \(+1\) and leftward as \(-1\). A path that began on the left contributes a net \(+1\), and one that began on the right contributes zero. In equilibrium the rightward and leftward fluxes at the top are equal, so the true passage rate is the one-way flux times

\[
\kappa=P(\text{right}\mid\text{launched right})-P(\text{right}\mid\text{launched left}).
\]

This can be found by launching particles from the top, with no wait for them to climb. A channel mobility of 300 cm²/Vs, converted with the light mass, gives a collision time of 32 fs. If each collision redraws the velocity from the thermal distribution, the simulation gives \(\kappa=0.80\) for the 20 nm barrier. The value depends on these choices. With equally filled valleys the mobility belongs to the conductivity mass \(0.26\,m_0\), which gives 44 fs and \(\kappa\approx0.84\). At 32 fs, elastic isotropic collisions give about 0.73, and the heavy valleys about 0.63.

## How far the estimate carries to a real device

The dimensions, doping, mobility and barrier height are rough values for a short silicon transistor; the time step and computer speed are assumptions about the simulation. Among the effects sized at 300 K for the 20 nm barrier, degeneracy moves the result most; at 10 nm tunnelling is of similar size. Multiplying the three corrections, as if they were independent and as if the light-mass values for tunnelling and scattering held in every valley, gives \(3.42\times1.24\times0.80\approx3.4\), and reduces the simulated time from 21 to about 6 ns. That is still a long run for steps of 0.1 fs.

Temperature matters more. At 358 K and the same barrier height, \(p\) is \(2.3\times10^{-6}\), twelve times its value at 300 K. In a device held at fixed gate voltage the barrier itself can change with temperature, so this factor is not a forecast of the leakage current.

A real off-state barrier is also asymmetric, because the drain is biased. A drain voltage of many \(kT/q\) suppresses the return current, as assumed here, but it also reshapes and may lower the barrier, so the tunnelling and scattering factors are sizes rather than device predictions. Any shift of the barrier enters through the exponential: an error of 60 meV in its height changes the effort by a factor of ten, more than the three corrections together. Other leakage paths are outside the model. The full numerical output follows.

## Calculated quantities

```
Temperature: 300 K; kT: 0.02585 eV
Barrier: 0.4 eV; barrier/kT: 15.473
Crossing probability per arrival: 1.907e-07
Arrivals per crossing: 5.245e+06
Snapshot fraction forward and above barrier: 1.327e-08
Expected such particles in one snapshot: 1.33e-04
Box test, 0.1 eV: arrivals 160237, crossings 3341
Box probability: 0.02085; formula: 0.02090
Nonparabolicity: 0.5 1/eV; p ratio: 1.0000000
Scatter test, 0.1 eV: 400 runs of 5000 arrivals
Relative scatter: measured 0.1044, formula 0.0968
Direct test, 0.4 eV: 40 runs of 1000000 arrivals
Expected crossings per run: 0.191
Empty runs: 35; expected: 33.1
Total crossings in all runs: 6
Target relative error: 10 percent
Arrivals needed: 5.245e+08
Masses: light 0.19, heavy 0.92 electron masses
vR light: 6.172e+06 cm/s; heavy: 2.805e+06 cm/s
vR valley average: 5.049e+06 cm/s
Source length: 20 nm; particles: 10000
Arrival rate, all particles: 2.525e+16 1/s
Simulated time needed: 20.77 ns
Time step: 0.1 fs; steps: 2.077e+08
Particle steps: 2.077e+12
Assumed speed: 1.0e+07 particle steps/s; run: 2.40 days
Barrier 0.1 eV: p 2.090e-02, arrivals 4.685e+03, time 1.856e-01 ps
Barrier 0.2 eV: p 4.367e-04, arrivals 2.289e+05, time 9.067e+00 ps
Barrier 0.3 eV: p 9.125e-06, arrivals 1.096e+07, time 4.341e+02 ps
Barrier 0.4 eV: p 1.907e-07, arrivals 5.245e+08, time 2.077e+04 ps
Barrier increase for tenfold effort: 59.53 meV
Weighted test: theta 15.473, draws 400000
Weighted probability: 1.921e-07
Relative variance: measured 20.60, law 20.73
Direct relative variance per arrival: 5.245e+06
Weighted draws needed: 2073
Draws saved by weighting: factor 2.530e+05
Source density: 1.0e+20 cm^-3; Nc: 2.74e+19 cm^-3
Fermi level above band edge: 0.0652 eV
Degenerate p: 5.004e-07; ratio to classical: 2.62
Degenerate crossings per electron: factor 3.42
Tunnelling, 20 nm: formula 1.232, solved 1.237
Tunnelling, 10 nm: formula 2.693, solved 2.743
Mobility: 300 cm2/Vs; collision time: 32.4 fs
Net recrossing factor kappa, 20 nm: 0.797
At 358 K: p 2.339e-06; ratio to 300 K: 12.26
Rough combined crossing-rate factor, 300 K: 3.37
Rough corrected simulated time: 6.16 ns
```
